# Body-centre potential of a charged supercell and far-site alignment: verification in Python

```python
"""
Result under test: unit point charges on a simple cubic lattice of side L, with a
uniform neutralizing background and zero cell-averaged potential, give the
potential -0.802/L (Gaussian units) at the body centre. In a charged-defect
supercell this value enters a naive far-site alignment and double counts
part of the image correction.
Symbols: q defect charge (units of e), eps relative permittivity, L cell side,
sigma width of a Gaussian defect charge, phi potential felt by a positive charge,
eta Ewald splitting parameter, COULOMB = e^2/(4 pi eps0) in eV angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10


def index_block(n):
    """All integer triples with components from -n to n."""
    axis = np.arange(-n, n + 1)
    return np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)


def ewald(point, cell=np.eye(3), eps=np.eye(3), split=1.0, n=5, omit_home=False):
    """Zero-average potential of a lattice of unit charges in a dielectric."""
    idx = index_block(n)
    nonzero = np.any(idx != 0, axis=1)
    volume = abs(np.linalg.det(cell))
    root_det = np.sqrt(np.linalg.det(eps))
    eta = split * np.sqrt(np.pi) * (root_det / volume) ** (1 / 3)
    sites = idx[nonzero] if omit_home else idx
    delta = np.asarray(point) - sites @ cell
    dist = np.sqrt(np.einsum("ij,jk,ik->i", delta, np.linalg.inv(eps), delta))
    real = np.sum(erfc(eta * dist) / dist) / root_det
    if omit_home:
        real -= 2 * eta / np.sqrt(np.pi) / root_det
    g = 2 * np.pi * idx[nonzero] @ np.linalg.inv(cell).T
    g2 = np.einsum("ij,jk,ik->i", g, eps, g)
    recip = 4 * np.pi / volume * np.sum(
        np.exp(-g2 / (4 * eta**2)) / g2 * np.cos(g @ np.asarray(point)))
    return real + recip - np.pi / (volume * eta**2)


def cube_potential(point, half):
    """Integral of 1/distance over the cube [-half, half]^3, in closed form."""
    total = 0.0
    for sx in (-1, 1):
        for sy in (-1, 1):
            for sz in (-1, 1):
                x, y, z = np.array([sx, sy, sz]) * half - point
                r = np.sqrt(x * x + y * y + z * z)
                f = (x * y * np.log(z + r) + y * z * np.log(x + r)
                     + z * x * np.log(y + r)
                     - 0.5 * (x * x * np.arctan(y * z / (x * r))
                              + y * y * np.arctan(x * z / (y * r))
                              + z * z * np.arctan(x * y / (z * r))))
                total += sx * sy * sz * f
    return total


def neutral_cell_sum(point, n, omit_home=False):
    """Sum over neutral cells (charge plus cube of background), no Ewald split."""
    idx = index_block(n)
    if omit_home:
        idx = idx[np.any(idx != 0, axis=1)]
    charges = np.sum(1 / np.linalg.norm(idx - point, axis=1))
    return charges - cube_potential(point, n + 0.5)


def extrapolated_cell_sum(point, omit_home=False):
    """Remove the inverse-square size error using blocks of 21 and 63 cells."""
    small = neutral_cell_sum(point, 10, omit_home)
    large = neutral_cell_sum(point, 31, omit_home)
    return (9 * large - small) / 8


# --- lattice constants and their independent checks (L = 1) ---
centre = np.array([0.5, 0.5, 0.5])
origin = np.zeros(3)
phi_bc = ewald(centre)
phi_site = ewald(origin, omit_home=True)
cell_sum_bc = extrapolated_cell_sum(centre)
cell_sum_site = extrapolated_cell_sum(origin, omit_home=True)
direct_bc = cell_sum_bc - np.pi / 6
direct_site = cell_sum_site - np.pi / 6
assert abs(direct_bc - phi_bc) < 1e-5
assert abs(direct_site - phi_site) < 1e-5
assert abs(phi_bc + 0.802) < 5e-4
split_shift = abs(ewald(centre, split=1.3, n=7) - phi_bc)
assert split_shift < 1e-11

# Midpoint averages have an inverse-square mesh error, removed by extrapolation.
means = {}
for mesh in (5, 9):
    ticks = (np.arange(mesh) + 0.5) / mesh
    points = np.stack(np.meshgrid(ticks, ticks, ticks, indexing="ij"), -1).reshape(-1, 3)
    values = np.array([ewald(p, n=4) for p in points])
    means[mesh] = values.mean()
    assert np.allclose(points[np.argmin(values)], centre)
cell_mean = (81 * means[9] - 25 * means[5]) / 56
assert abs(cell_mean) < 1e-9

step = 0.01
shift = np.array([step, 0, 0])
curvature = (ewald(centre + shift) + ewald(centre - shift) - 2 * phi_bc) / step**2
assert abs(curvature - 4 * np.pi / 3) < 1e-2

# --- short hand calculation with eta = sqrt(pi)/L ---
hand_terms = []
for count, d in ((8, np.sqrt(3) / 2), (24, np.sqrt(11) / 2)):
    hand_terms.append(count * erfc(np.sqrt(np.pi) * d) / d)
for count, m, sign in ((6, 1, -1), (12, 2, 1), (8, 3, -1)):
    hand_terms.append(sign * count * np.exp(-np.pi * m) / (np.pi * m))
hand_terms.append(-1.0)
assert abs(sum(hand_terms) - phi_bc) < 5e-6

own = 1 / np.linalg.norm(centre)
images = phi_bc - own
image_coeff = -phi_site / 2
naive_coeff = -phi_bc

# --- Gaussian defect charge in a dielectric supercell ---
q, eps_static, sigma = 2, 20.0, 1.0


def gaussian_supercell(charge, side):
    """Periodic energy (eV) and far-site potential (V) from explicit G sums."""
    idx = index_block(int(np.ceil(8 * side / (2 * np.pi * sigma))))
    idx = idx[np.any(idx != 0, axis=1)]
    g2 = (2 * np.pi / side) ** 2 * np.sum(idx**2, axis=1)
    sign = 1 - 2 * (np.sum(idx, axis=1) % 2)
    pref = 4 * np.pi / side**3 * COULOMB / eps_static
    energy = 0.5 * charge**2 * pref * np.sum(np.exp(-sigma**2 * g2) / g2)
    far = charge * pref * np.sum(sign * np.exp(-sigma**2 * g2 / 2) / g2)
    return energy, far


def isolated_energy(charge):
    """Half the integral of charge density times its own potential (eV)."""
    def integrand(r):
        density = np.exp(-r * r / (2 * sigma**2)) / (2 * np.pi * sigma**2) ** 1.5
        return 0.5 * 4 * np.pi * r * density * erf(r / (np.sqrt(2) * sigma))
    return charge**2 * COULOMB / eps_static * quad(
        integrand, 0, 12 * sigma, epsabs=1e-13, epsrel=1e-12)[0]


def treatment_errors(charge, side):
    """Errors: none, image only, naive only, image+naive, image+proper (eV)."""
    energy, far = gaussian_supercell(charge, side)
    scale = COULOMB / (eps_static * side)
    image = image_coeff * charge**2 * scale
    offset = far - phi_bc * charge * scale
    raw = energy - isolated_energy(charge)
    errors = np.array([raw, raw + image, raw - charge * far,
                       raw + image - charge * far, raw + image - charge * offset])
    return errors, far, offset


sides = (10.0, 15.0, 20.0)
table = {}
for side in sides:
    errors, far, offset = treatment_errors(q, side)
    scale = COULOMB / (eps_static * side)
    width_offset = 2 * np.pi * sigma**2 * q * COULOMB / (eps_static * side**3)
    assert abs(offset - width_offset) < 1e-8
    assert abs(errors[1] - q * width_offset) < 1e-8
    assert abs(errors[2] + (image_coeff - naive_coeff) * q**2 * scale) < 1e-8
    assert abs(errors[3] - naive_coeff * q**2 * scale) < 1e-8
    assert abs(errors[4]) < 1e-8
    table[side] = (errors, far, offset)

# --- consequence for the (2+/+) level and thermal emission ---
L = sides[0]
errors, far, offset = table[L]
error_single = treatment_errors(1, L)[0][3]
level_shift = error_single - errors[3]
assert abs(level_shift + 3 * naive_coeff * COULOMB / (eps_static * L)) < 1e-8
temperature = 85 + const.zero_Celsius
thermal = const.k * temperature / const.e
emission_factor = np.exp(-level_shift / thermal)

# --- size of neglected effects on the double-counted energy ---
double_count = naive_coeff * q**2 * COULOMB / (eps_static * L)
eps_electronic = 5.0
double_electronic = double_count * eps_static / eps_electronic
eps_tensor = np.diag([22.0, 22.0, 16.0])
phi_tensor = ewald(centre, eps=eps_tensor)
assert abs(phi_tensor - ewald(centre, eps=eps_tensor, split=1.2, n=7)) < 1e-11
double_tensor = -phi_tensor * q**2 * COULOMB / L
beta = np.radians(99.0)
mono = np.array([[1, 0, 0], [0, 1, 0], [np.cos(beta), 0, np.sin(beta)]])
mono = mono / np.linalg.det(mono) ** (1 / 3)
mono_centre = mono.sum(axis=0) / 2
phi_mono = ewald(mono_centre, cell=mono)
assert abs(phi_mono - ewald(mono_centre, cell=mono, split=1.2, n=7)) < 1e-11
double_mono = -phi_mono * q**2 * COULOMB / (eps_static * L)
off_site = 1.0
phi_off = ewald(centre + np.array([off_site / L, 0, 0]))
double_off = -phi_off * q**2 * COULOMB / (eps_static * L)
field_mv_cm = 1.0
field = field_mv_cm * 1e8 * 1e-10
barrier = minimize_scalar(
    lambda r: q * COULOMB / (eps_electronic * r) + field * r,
    bounds=(1.0, 500.0), method="bounded")
field_lowering = barrier.fun

# --- printed record ---
print(f"Body-centre potential, Ewald: {phi_bc:.6f} /L")
print(f"Body-centre potential, neutral-cell road: {direct_bc:.6f} /L")
print(f"Neutral-cell sum before removing mean: {cell_sum_bc:.6f} /L")
print(f"Mean of neutral-cell sum, pi/6: {np.pi / 6:.6f} /L")
print(f"Charge-site potential without home charge: {phi_site:.6f} /L")
print(f"Same, neutral-cell road: {direct_site:.6f} /L")
print(f"Change on altering Ewald split: {split_shift:.1e} /L")
print(f"Cell average of Ewald potential: {cell_mean:.1e} /L")
print(f"Second derivative at body centre: {curvature:.4f} /L^3")
print(f"Expected 4 pi/3: {4 * np.pi / 3:.4f} /L^3")
labels = ("real shell 1 (8 sites)", "real shell 2 (24 sites)", "G shell 1 (6)",
          "G shell 2 (12)", "G shell 3 (8)", "constant")
for label, term in zip(labels, hand_terms):
    print(f"Hand term, {label}: {term:.6f} /L")
print(f"Sum of six hand terms: {sum(hand_terms):.6f} /L")
print(f"Home charge at body centre: {own:.6f} /L")
print(f"Images plus background at body centre: {images:.6f} /L")
print(f"Image-correction coefficient: {image_coeff:.6f}")
print(f"Naive/image ratio: {naive_coeff / image_coeff:.4f}")
print(f"Image minus naive coefficient: {image_coeff - naive_coeff:.6f}")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV angstrom")
print(f"Inputs: q = {q:+d} e, eps = {eps_static:.0f}, sigma = {sigma:.1f} angstrom")
print(f"Isolated Gaussian energy: {isolated_energy(q):.5f} eV")
for side in sides:
    err, far_side, offset_side = table[side]
    print(f"L = {side:.0f} angstrom: far potential {far_side:.5f} V, "
          f"true offset {offset_side:.5f} V")
    print(f"  error, no correction: {err[0]:.5f} eV")
    print(f"  error, image only: {err[1]:.5f} eV")
    print(f"  error, naive alignment only: {err[2]:.5f} eV")
    print(f"  error, image + naive alignment: {err[3]:.5f} eV")
    print(f"  |error|, image + proper alignment: {abs(err[4]):.0e} eV")
print(f"L = {L:.0f} angstrom, q = +1: image + naive error {error_single:.5f} eV")
print(f"Shift of (2+/+) level: {level_shift:.4f} eV")
print(f"kT at {temperature:.2f} K: {thermal:.5f} eV")
print(f"Thermal emission slowed by factor: {emission_factor:.0f}")
print(f"Double count, base case: {double_count:.4f} eV")
print(f"Double count, eps = {eps_electronic:.0f}: {double_electronic:.4f} eV")
print(f"Double count, eps tensor (22, 22, 16): {double_tensor:.4f} eV")
print(f"Double count, cell angle 99 deg, same volume: {double_mono:.4f} eV")
print(f"Double count, site {off_site:.0f} angstrom off centre: {double_off:.4f} eV")
print(f"Barrier lowering, {field_mv_cm:.0f} MV/cm, eps = {eps_electronic:.0f}: "
      f"{field_lowering:.3f} eV")
print("PASS")
```

Output:

```
Body-centre potential, Ewald: -0.801936 /L
Body-centre potential, neutral-cell road: -0.801936 /L
Neutral-cell sum before removing mean: -0.278337 /L
Mean of neutral-cell sum, pi/6: 0.523599 /L
Charge-site potential without home charge: -2.837297 /L
Same, neutral-cell road: -2.837297 /L
Change on altering Ewald split: 1.1e-16 /L
Cell average of Ewald potential: -2.2e-17 /L
Second derivative at body centre: 4.1875 /L^3
Expected 4 pi/3: 4.1888 /L^3
Hand term, real shell 1 (8 sites): 0.276629 /L
Hand term, real shell 2 (24 sites): 0.000467 /L
Hand term, G shell 1 (6): -0.082533 /L
Hand term, G shell 2 (12): 0.003567 /L
Hand term, G shell 3 (8): -0.000068 /L
Hand term, constant: -1.000000 /L
Sum of six hand terms: -0.801938 /L
Home charge at body centre: 1.154701 /L
Images plus background at body centre: -1.956637 /L
Image-correction coefficient: 1.418649
Naive/image ratio: 0.5653
Image minus naive coefficient: 0.616713
e^2/(4 pi eps0): 14.39965 eV angstrom
Inputs: q = +2 e, eps = 20, sigma = 1.0 angstrom
Isolated Gaussian energy: 0.81241 eV
L = 10 angstrom: far potential -0.10643 V, true offset 0.00905 V
  error, no correction: -0.39047 eV
  error, image only: 0.01810 eV
  error, naive alignment only: -0.17761 eV
  error, image + naive alignment: 0.23095 eV
  |error|, image + proper alignment: 1e-12 eV
L = 15 angstrom: far potential -0.07430 V, true offset 0.00268 V
  error, no correction: -0.26701 eV
  error, image only: 0.00536 eV
  error, naive alignment only: -0.11841 eV
  error, image + naive alignment: 0.15397 eV
  |error|, image + proper alignment: 6e-17 eV
L = 20 angstrom: far potential -0.05661 V, true offset 0.00113 V
  error, no correction: -0.20202 eV
  error, image only: 0.00226 eV
  error, naive alignment only: -0.08880 eV
  error, image + naive alignment: 0.11548 eV
  |error|, image + proper alignment: 2e-16 eV
L = 10 angstrom, q = +1: image + naive error 0.05774 eV
Shift of (2+/+) level: -0.1732 eV
kT at 358.15 K: 0.03086 eV
Thermal emission slowed by factor: 274
Double count, base case: 0.2310 eV
Double count, eps = 5: 0.9238 eV
Double count, eps tensor (22, 22, 16): 0.2405 eV
Double count, cell angle 99 deg, same volume: 0.2272 eV
Double count, site 1 angstrom off centre: 0.2251 eV
Barrier lowering, 1 MV/cm, eps = 5: 0.480 eV
PASS
```
